# Open-circuit polarisation of an improper ferroelectric film with Q³P coupling

## Definitions and conventions

A uniform film of thickness \(d\) has its polar axis along the normal. Its primary order parameter is a nonpolar lattice distortion of amplitude \(Q\) and phase \(\phi\). We write \(q=Q/Q_0\ge 0\), with \(Q_0\) a fixed length, so that \(q\) is dimensionless. The polarisation carried by the polar mode is \(P\). The mean-field energy density at zero electric field is

\[
f=\frac a2q^2+\frac b4q^4+\frac{c+c'\cos6\phi}{6}\,q^6-g\,q^3\cos3\phi\,P+\frac{\alpha+hq^2}{2}P^2 .
\]

Here \(a,b,c,c'\) are in J/m³, \(g\) is in V/m, and \(\alpha,h\) are in m/F. We take \(b>0\), \(c>|c'|\), \(g>0\), \(\alpha>0\), \(h>0\). The distorted phase has \(a<0\). Because \(\alpha>0\), the polar mode is stable by itself and \(P\) arises through \(g\). This is what makes the film improper.

All other dielectric response is put into a background permittivity \(\varepsilon_b\):

\[
D=\varepsilon_0\varepsilon_bE+P,\qquad P_{\rm tot}=D-\varepsilon_0E=P+\varepsilon_0(\varepsilon_b-1)E .
\]

\(P\) and \(P_{\rm tot}\) coincide at \(E=0\) and differ otherwise. "Open circuit" means no free charge on or in the film, hence \(D=0\). "Short circuit" means ideal electrodes, hence \(E=0\).

The result has a condition. Open circuit lowers \(|P|\) but leaves it nonzero as long as the phase \(\phi\) stays in a polar state. If the anisotropy \(c'\) lies between the open-circuit and short-circuit thresholds derived below, open circuit rotates the phase to a state with \(Q\neq0\) and \(P=0\).

## Electrostatic energy

The field energy, including the energy stored in the background response, is \(\tfrac12\varepsilon_0\varepsilon_bE^2\) per volume. At \(D=0\) the field is \(E=-P/(\varepsilon_0\varepsilon_b)\), so the added energy is

\[
\frac{\kappa}{2}P^2,\qquad \kappa_{\rm open}=\frac1{\varepsilon_0\varepsilon_b},\qquad \kappa_{\rm short}=0 .
\]

Real electrodes lie between these cases. Represent their imperfect screening by a vacuum gap of total thickness \(\lambda\) in series with the film, and connect them by a wire. With gap field \(E_g\), zero total voltage and continuity of \(D\) read

\[
Ed+E_g\lambda=0,\qquad \varepsilon_0\varepsilon_bE+P=\varepsilon_0E_g .
\]

Inserting \(E_g=-Ed/\lambda\) gives \(\varepsilon_0E(\varepsilon_b+d/\lambda)=-P\), or

\[
E=-\kappa P,\qquad \kappa=\frac{\lambda}{\varepsilon_0(d+\varepsilon_b\lambda)} .
\]

The field energy per area is \(\tfrac12\varepsilon_0E^2d(\varepsilon_b+d/\lambda)=-\tfrac12EPd=\tfrac12\kappa P^2d\), the same form as before. This \(\kappa\) stays below \(\kappa_{\rm open}\) and approaches it as \(d\to0\). One function therefore covers all three circuits:

\[
U_\kappa(q,\phi,P)=f+\tfrac12\kappa P^2 .
\]

## Eliminating the polarisation

Setting \(\partial U_\kappa/\partial P=0\) gives

\[
-gq^3\cos3\phi+(\alpha+hq^2+\kappa)P=0
\quad\Rightarrow\quad
P=\frac{gq^3\cos3\phi}{A},\qquad A=\alpha+hq^2+\kappa .
\]

The coupling acts on \(P\) as a force that does not depend on \(P\). The depolarising field adds a restoring force proportional to \(P\), which vanishes when \(P\) does. It can stiffen the response but cannot balance the force at \(P=0\).

Substituting back, the coupling term contributes \(-AP^2\) and the quadratic term \(+AP^2/2\), so

\[
F(q,\phi)=\frac a2q^2+\frac b4q^4+\frac{c+c'\cos6\phi}{6}q^6-\frac{g^2q^6\cos^23\phi}{2A}.
\]

The circuit enters at sixth order in \(q\). The coefficient \(a\) is untouched, so for \(a<0\) the state \(Q=0\) is unstable in either circuit. This is why \(Q\) persists.

## Which phase wins

With \(\cos6\phi=2\cos^23\phi-1\), the angular part of \(F\) is

\[
-q^6\cos^23\phi\left[\frac{g^2}{2A}-\frac{c'}3\right].
\]

At fixed \(q\) this is linear in \(\cos^23\phi\), so its minimum lies at an end of the range. If

\[
c'<\frac{3g^2}{2(\alpha+hq^2+\kappa)},
\]

the six polar phases with \(\cos3\phi=\pm1\) win. If the inequality is reversed, the antipolar phases with \(\cos3\phi=0\) win, and they have \(P=0\).

The amplitude may differ between the two kinds of state, so the test must say where it is evaluated. Let \(q_a\) be the antipolar minimiser, given by \(a+bq_a^2+(c-c')q_a^4=0\). If the inequality holds at \(q_a\), rotating the phase at fixed \(q_a\) already lowers the energy, and the global minimum is polar. If it is reversed at the polar minimiser, the same argument makes the global minimum antipolar. Since \(\kappa\) sits in the denominator, open circuit lowers the threshold. For \(c'\le0\) the inequality always holds and the polar phase survives in every circuit.

## Amplitude on the polar branch

Take \(\cos3\phi=1\); the opposite sign reverses \(P\). Let \(B=\alpha+\kappa\), so \(A=B+hq^2\). The derivative of the coupling energy is

\[
\frac{d}{dq}\frac{g^2q^6}{2A}
=\frac{g^2}{2}\,\frac{6q^5A-2hq^7}{A^2}
=\frac{g^2q^5(3B+2hq^2)}{A^2}.
\]

Setting \(\partial F/\partial q=0\), dividing by \(q\) and writing \(x=q^2\) gives the equation to solve:

\[
a+bx+(c+c')x^2=R(x),\qquad R(x)=\frac{g^2x^2(3B+2hx)}{(B+hx)^2}.
\]

A simple condition guarantees a single root. With \(t=hx/B\),

\[
R=\frac{g^2B}{h^2}\frac{t^2(3+2t)}{(1+t)^2},\qquad
\frac{dR}{dx}=\frac{g^2}{h}\left[2-\frac{2}{(1+t)^3}\right]<\frac{2g^2}{h}.
\]

If \(b>2g^2/h\), the left side minus \(R\) rises steadily with \(x\). There is then one positive root for \(a<0\) and none for \(a\ge0\). The antipolar equation behaves in the same way because \(c-c'>0\). Under this condition the onset of \(Q\) is continuous and lies at \(a=0\) for every \(\kappa\).

## Reduction and lower bound

Let states 1 and 2 be global minimisers of \(U_\kappa\) at \(\kappa_1<\kappa_2\). Each has the lowest energy for its own \(\kappa\):

\[
f_1+\tfrac12\kappa_1P_1^2\le f_2+\tfrac12\kappa_1P_2^2,\qquad
f_2+\tfrac12\kappa_2P_2^2\le f_1+\tfrac12\kappa_2P_1^2 .
\]

Adding these and cancelling \(f_1+f_2\) gives \((\kappa_2-\kappa_1)(P_2^2-P_1^2)\le0\), so \(|P_2|\le|P_1|\). Suppose the two were equal and nonzero. The inequalities would then force \(f_1=f_2\), and state 1 would minimise both energies. Subtracting its two conditions \(\partial U_\kappa/\partial P=0\) would give \((\kappa_2-\kappa_1)P_1=0\), a contradiction. The reduction is therefore strict whenever \(P_1\neq0\).

The distortion also shrinks on the polar branch. There \(P(q)=gq^3/(B+hq^2)\), and

\[
\frac{dP}{dq}=\frac{gq^2(3B+hq^2)}{(B+hq^2)^2}>0,\qquad
\frac{\partial F}{\partial\kappa}=\frac{P^2}{2},\qquad
\frac{\partial^2F}{\partial q\,\partial\kappa}=P\frac{dP}{dq}>0 .
\]

Raising \(\kappa\) thus raises the slope of \(F\) at every \(q>0\), which moves the single minimum to smaller \(q\).

It stays above a value that does not depend on \(\kappa\). Let \(q_\infty\) minimise the polar-branch energy with the coupling removed:

\[
q_\infty^2=\frac{-b+\sqrt{b^2-4a(c+c')}}{2(c+c')} .
\]

For \(q\le q_\infty\) the uncoupled slope is not positive and the coupling makes it more negative, so the true minimum has \(q>q_\infty\). As \(P(q)\) increases with \(q\),

\[
P>\frac{gq_\infty^3}{\alpha+hq_\infty^2+\kappa}>0 .
\]

This is the sense in which open circuit cannot remove the polarisation of the polar phase.

## Limit near the onset of Q

For small \(|a|\), leading order gives \(q^2=|a|/b\) and

\[
P\simeq\frac{g}{\alpha+\kappa}\left(\frac{|a|}{b}\right)^{3/2},\qquad
\frac{P_{\rm open}}{P_{\rm short}}\to\frac{\alpha}{\alpha+\kappa_{\rm open}} .
\]

These expressions hold if the polar phase wins at onset, which requires \(c'<3g^2/[2(\alpha+\kappa)]\) in the circuit considered. For the example below this limit is 98 MJ/m³ in open circuit; above it the open-circuit film is antipolar at onset and has \(P=0\). When the condition holds in both circuits, they share the onset and the exponent, and only the prefactor differs. In the example below the reduction is weaker deeper in the phase, because there \(hq^2\) stiffens the polar mode and makes the electrostatic term relatively less important.

## Worked example: a 2 nm film

The parameters are round model values: \(Q_0=0.1\) nm, \(a=-4000\), \(b=4000\), \(c=400\) and \(c'=20\) MJ/m³, \(g=10\) MV/cm, \(\alpha=4\times10^9\) m/F, \(h=10^{10}\) m/F, \(\varepsilon_b=10\). The single-root condition holds, since \(2g^2/h=200\) MJ/m³ is far below \(b\). The electrostatic stiffness is \(\kappa_{\rm open}=1.129\times10^{10}\) m/F.

In short circuit the amplitude equation gives \(q=0.9718\), so \(q^2=0.9444\) and \(q^3=0.9178\). Then

\[
P_{\rm short}=\frac{0.9178\times10^9}{(4+9.444)\times10^9}=0.0683\ {\rm C/m^2}=6.83\ \mu{\rm C/cm^2}.
\]

In open circuit \(q=0.9654\), \(q^2=0.9319\), \(q^3=0.8997\), and

\[
P_{\rm open}=\frac{0.8997\times10^9}{(4+9.319+11.29)\times10^9}=0.0366\ {\rm C/m^2}=3.66\ \mu{\rm C/cm^2}.
\]

The lower bound is 3.57 µC/cm². The polar mode keeps 54% of its short-circuit polarisation, while \(Q\) falls by 0.7%, from 0.0972 to 0.0965 nm. With \(Q\) held at its short-circuit value the ratio would be 0.543 instead of 0.535, so nearly all of the reduction comes from the stiffer polar response.

These values were tested by minimising \(U_\kappa\) directly in \(P\) and both components of \(q\), at five equally spaced \(\kappa\) from zero to \(\kappa_{\rm open}\). Amplitude, polarisation and energy agreed with the formulas to a relative \(10^{-6}\). For such a minimisation, use \(X=q\cos\phi\) and \(Y=q\sin\phi\), with \(q^3\cos3\phi=X^3-3XY^2\), which avoids the undefined phase at \(q=0\).

The total polarisation is much smaller. At \(D=0\),

\[
P_{\rm tot}=P-\frac{\varepsilon_b-1}{\varepsilon_b}P=\frac{P}{\varepsilon_b}=0.37\ \mu{\rm C/cm^2},
\]

about 5% of the short-circuit value. An atomistic calculation at \(D=0\) that reports total polarisation should be compared with this number. The field is \(E=-P_{\rm tot}/\varepsilon_0\), of magnitude 4.1 MV/cm.

Near onset the limiting ratio is \(4/(4+11.29)=0.262\), and direct solution at \(a=-0.4\) MJ/m³ gives the same to three digits.

## A case where open circuit does remove P

For these parameters the threshold in \(c'\), evaluated at \(q_a\), is 112 MJ/m³ in short circuit and 61 MJ/m³ in open circuit. The energies of the two phases cross slightly above these values, by less than 0.5%, because their amplitudes differ. Direct minimisation with \(c'\) 2% below and 2% above each threshold found a polar and an antipolar state respectively.

Now raise \(c'\) to 80 MJ/m³, between the two thresholds. The short-circuited film has \(P=6.76\) µC/cm². In open circuit the minimum has \(P=0\) with \(Q=0.0965\) nm. The distortion is intact but its phase has rotated. No polar state remains as a metastable one: at the polar-branch stationary point, \(q\approx0.960\), \(g^2/(2A)\approx20\) MJ/m³ is less than \(c'/3\approx27\) MJ/m³, so \(\cos3\phi=\pm1\) is an angular maximum. Anyone applying the result to a material must therefore know \(c'\), including its sign.

## Electrodes, and contrast with a proper ferroelectric

A proper ferroelectric has energy \(-|\alpha_p|P^2/2+\beta_pP^4/4\). Adding \(\kappa P^2/2\) makes the quadratic coefficient \(\kappa-|\alpha_p|\), and \(P\) vanishes once \(\kappa\ge|\alpha_p|\). Setting the electrode expression for \(\kappa\) equal to \(|\alpha_p|\) gives a critical thickness

\[
d_c=\lambda\left(\frac1{\varepsilon_0|\alpha_p|}-\varepsilon_b\right),
\]

if the bracket is positive. For \(\lambda=0.02\) nm, \(|\alpha_p|=10^9\) m/F and \(\beta_p=2\times10^{11}\) m⁵/(F C²), \(d_c=2.06\) nm. With the same electrodes and background:

| \(d\) (nm) | improper \(P\) (µC/cm²) | proper \(P\) (µC/cm²) |
|---|---|---|
| 1 | 5.97 | 0 |
| 2 | 6.33 | 0 |
| 5 | 6.61 | 5.32 |
| 20 | 6.77 | 6.66 |

As \(d\to0\) the improper film tends to its open-circuit value. With \(c'\) below the open-circuit threshold, as here, electrostatics alone therefore sets no critical thickness within this uniform model. Loss of \(Q\) at the surfaces could still set one, and the model does not contain it. With \(c'\) between the two thresholds the polar state of the model does end at a finite thickness, because thinning the film raises \(\kappa\) until the phase rotates. For these electrodes the polar and antipolar energies cross at 6.9 nm for \(c'=110\) MJ/m³ and at 1.1 nm for 100 MJ/m³, but only at 0.2 nm for 80 MJ/m³, which is too thin to be a real film. The change is first order, and close to the short-circuit threshold the criterion matters: at 110 MJ/m³ the threshold evaluated at \(q_a\) is reached at 8.1 nm, and the polar state stays metastable down to 6.0 nm. With good electrodes the rotation therefore matters only when \(c'\) is close to the short-circuit threshold.

## Effects left out, sized for the example

**Free charge.** If charge fixes \(D\neq0\), the energy is \(f+(D-P)^2/(2\varepsilon_0\varepsilon_b)\), and on the polar branch \(P=(gq^3+\kappa_{\rm open}D)/(\alpha+hq^2+\kappa_{\rm open})\). Screening charge with \(D\) along \(P\) raises \(P\), up to the short-circuit value at \(D=P_{\rm short}\). The potential drop across 2 nm is 0.83 V, below a rough gap of 1.5 eV. The two become equal at 3.6 nm, beyond which charge transfer between the faces can screen the film and the \(D=0\) result should not be used. For an intrinsic film at 300 K, with one two-dimensional band of free-electron mass at each face, the Fermi level at mid-gap and the gap reduced by the drop, the thermally excited face charge is about \(10^{-6}\) of \(P_{\rm open}\). Defects and adsorbates are not in that estimate.

**Stripe domains.** Domains of alternating \(P\) can cancel the net polarisation while the local one survives. Let the phase stiffness energy be \(\tfrac12S|\nabla\phi|^2\) with \(S=10^{-10}\) J/m. The angular barrier is \(K\sin^23\phi\), where \(K=q^6[g^2/(2A)-c'/3]=11\) MJ/m³ in open circuit. Across a wall \(\tfrac12S\phi'^2=K\sin^23\phi\), so its energy is

\[
\sigma=\sqrt{2SK}\int_0^{\pi/3}\sin3\phi\,d\phi=\tfrac23\sqrt{2SK}=31\ {\rm mJ/m^2}.
\]

For stripes of width \(w\), the face charge has odd harmonics \(4P/(n\pi)\) with \(k_n=n\pi/w\). Matching a decaying potential outside to a \(\sinh k_nz\) potential inside, with \(z\) measured from the middle of the film, gives a face potential of \(1/\{\varepsilon_0k_n[1+\varepsilon_b\coth(k_nd/2)]\}\) per unit charge amplitude. Half of charge times potential, averaged over the wave and added for both faces, is the energy per area \(\tfrac12\kappa_wP^2d\), so

\[
\kappa_w=\sum_{n\ {\rm odd}}\frac{16}{n^2\pi^2}\,\frac{1}{\varepsilon_0k_nd\,[1+\varepsilon_b\coth(k_nd/2)]} .
\]

The energy density to compare with the single domain is \(\min U_{\kappa_w}+\sigma/w\), taking \(|P|\) uniform within stripes. In this estimate, 5 nm stripes in the 2 nm film cost 4.0 MJ/m³ more than a single domain, and each of 40 widths scanned from 2 to 200 nm also cost more. In whole-nanometre steps, stripes first win at 5 nm thickness, with the best width at the 200 nm edge of the scan. This thickness reflects the widest stripe scanned and is not a sharp transition. For \(w\gg d\) the difference \(\kappa_{\rm open}-\kappa_w\) falls as \((d/w)\ln(w/d)\), more slowly than the wall cost \(\sigma/w\), so sufficiently wide stripes win at any thickness. The width needed is about 4 µm at 4 nm thickness, 0.7 mm at 3 nm and tens of metres at 2 nm, so in this estimate a 2 nm film of ordinary size stays a single domain. Taking \(|P|\) uniform up to the walls favours stripes. If \(\phi\) and \(P\) are relaxed together in the nonlocal field, at fixed \(q\) and uniform through the thickness, these three widths grow by factors of roughly 10, 20 and 100, and at 5 nm thickness the width needed is about 0.8 µm, beyond the scan. These widths are very sensitive to \(\sigma\), which is itself rough: the walls are about 2 nm wide, comparable to the film thickness, and \(\sigma\) treats the depolarising field inside them as local. Walls only a few nanometres apart attract through the phase energy, and may merge, if the phase turns back at the second wall; they repel if it turns on in the same sense. Finally, 5 nm exceeds the 3.6 nm at which charge transfer between the faces becomes possible, so free charge may screen the film before stripes form. The local \(P\) in those stripes is 3.7 µC/cm², close to the single-domain value.

**Thermal phase fluctuations.** For small \(\phi\) the energy density of a mode of in-plane wavevector \(k\), uniform through the film, is \(\tfrac12(Sk^2+18K)\phi^2\). Equipartition up to \(k_{\max}=\pi/(0.6\ {\rm nm})\) gives

\[
\langle\phi^2\rangle=\frac{k_BT}{4\pi Sd}\ln\!\left(1+\frac{Sk_{\max}^2}{18K}\right),\qquad
\langle\cos3\phi\rangle=e^{-9\langle\phi^2\rangle/2}.
\]

At 300 K these modes lower the mean \(\cos3\phi\) by about 2%. Modes that vary through the thickness, with normal wavevectors \(m\pi/d\) and the same cutoff on the total wavevector, raise the loss to about 4%. If the Landau coefficients are already fitted at that temperature, part of this loss is counted in them.

## Relation to real films

The short-circuit polarisation and the gap are chosen near those of the hexagonal manganites, where a trimerising distortion drives a polarisation of roughly 5–6 µC/cm² and the gap is roughly 1.5 eV. The short-circuit value of 6.8 µC/cm² is slightly above that range. The Landau coefficients, \(S\) and \(c'\) are not fitted to any compound. The open-circuit field of 4.1 MV/cm is high: oxide films break down at roughly 1 to 10 MV/cm, so a real film may leak before it sustains this state. The assumption most exposed in practice is the absence of free charge. Complete screening would raise \(P\) from 3.7 to 6.8 µC/cm², a factor of 1.9. Strain, surface chemistry and changes of the coefficients near the surfaces are also omitted, and their size is not estimated here. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
Input Q0: 0.1 nm
Input a: -4000 MJ/m^3
Input b: 4000 MJ/m^3
Input c: 400 MJ/m^3
Input c': 20 MJ/m^3
Input g: 10 MV/cm
Input alpha: 4e+09 m/F
Input h: 1e+10 m/F
Input background permittivity: 10
Input film thickness: 2 nm
Open-circuit kappa: 1.129e+10 m/F
Static permittivity at fixed Q, short circuit: 18.4
Q short circuit: 0.0971828 nm
Q open circuit: 0.0965366 nm
P short circuit: 6.827 uC/cm^2
P open circuit: 3.655 uC/cm^2
Lower bound on P open circuit: 3.57 uC/cm^2
Ratio P open/short: 0.5354
Same ratio with Q frozen: 0.5435
Total polarisation open circuit: 0.3655 uC/cm^2
Energy cost of open circuit: 14.12 MJ/m^3
Onset exponent short circuit: 1.499
Onset exponent open circuit: 1.5
Onset ratio P open/short: 0.2616
c' threshold short circuit: 112.2 MJ/m^3
c' threshold open circuit: 61.06 MJ/m^3
Counterexample c': 80 MJ/m^3
Counterexample P short circuit: 6.761 uC/cm^2
Counterexample P open circuit: 0.0000 uC/cm^2
Counterexample Q open circuit: 0.09647 nm
Input screening gap: 0.02 nm
Electroded film 1 nm: improper P 5.972, proper P 0.000 uC/cm^2
Electroded film 2 nm: improper P 6.333, proper P 0.000 uC/cm^2
Electroded film 5 nm: improper P 6.609, proper P 5.318 uC/cm^2
Electroded film 20 nm: improper P 6.769, proper P 6.664 uC/cm^2
Input proper alpha_p: 1e+09 m/F
Input proper beta_p: 2e+11 m^5/(F C^2)
Proper critical thickness: 2.059 nm
Open-circuit field magnitude: 4.128 MV/cm
Potential drop across film: 0.8256 V
Input rough band gap: 1.5 eV
Thickness where drop equals gap: 3.634 nm
Input temperature: 300 K
Thermal face charge / P open circuit: 1e-06
Input phase stiffness: 1e-10 J/m
Angular barrier open circuit: 11.05 MJ/m^3
Domain-wall energy: 31.33 mJ/m^2
Stripe excess, 5 nm stripes in 2 nm film: 4.03 MJ/m^3
First whole-nm thickness where stripes win: 5 nm
Stripe width there: 2e+02 nm
Local P in those stripes: 3.69 uC/cm^2
Input fluctuation cutoff length: 0.6 nm
Loss of mean cos(3 phi) by fluctuations: 2 %
```
